\section*{How a Solute Changes Copper's Temperature Coefficient of Resistance}

\section{The problem}

A thick, wide interconnect line is made of a dilute copper alloy. At $T_0=293$ K, pure copper has resistivity $\rho_{\rm Cu}=1.7\ \mu\Omega\,$cm, and its resistivity rises with temperature at the rate $S=0.0068\ \mu\Omega\,$cm/K. Both are rough typical values. The solute contributes $\rho_s=1.3\ \mu\Omega\,$cm, independent of temperature. Assume Matthiessen's rule: the contributions of lattice vibrations and solute atoms to the resistivity add, and the vibrational part is the same as in pure copper.

Find the temperature coefficient of resistance of the alloy at 293 K. By how much does the resistivity of each metal rise when it is warmed by 50 K?

The coefficient is defined here through the resistivity,
\begin{equation}
\alpha(T)=\frac{1}{\rho(T)}\frac{d\rho}{dT},
\label{def}
\end{equation}
and both metals are compared at the same temperature. The small difference between the coefficients of resistivity and of resistance, which comes from thermal expansion, is worked out below.

\section{A tempting solution}

For pure copper,
\begin{equation}
\alpha_{\rm Cu}=\frac{S}{\rho_{\rm Cu}}
=\frac{0.0068}{1.7}\ {\rm K^{-1}}
=4.00\times10^{-3}\ {\rm K^{-1}} .
\end{equation}
The solute term does not depend on temperature. It therefore seems to have no part in a coefficient that describes the response to temperature, and one concludes that the alloy also has $\alpha=4.00\times10^{-3}\ {\rm K^{-1}}$. The solute raises the resistivity to $1.7+1.3=3.0\ \mu\Omega\,$cm, and a 50 K rise increases this by $4.00\times10^{-3}\times50=20.0\,\%$, or $0.60\ \mu\Omega\,$cm.

\section{Where it fails}

The premise is right and the conclusion contradicts it. If the solute term is constant, the whole increase on warming must come from the vibrational term. That term grows by
\begin{equation}
S\,\Delta T=0.0068\times50=0.34\ \mu\Omega\,{\rm cm},
\end{equation}
not by $0.60\ \mu\Omega\,$cm. The tempting solution has made the solute term grow by 20\,\% along with the rest.

The fault lies in treating $\alpha$ as if it were the slope $d\rho/dT$. Equation (\ref{def}) contains the slope divided by the total resistivity. A constant contribution vanishes from the derivative but remains in the denominator. What the solute leaves unchanged is the slope, so the coefficient has to change.

\section{The right solution}

\subsection{Why the resistivities add}

Consider electrons of charge $-e$ and mass $m$, with density $n$, in a field $E$. Let each collision erase the drift an electron has gained. Vibrations cause collisions at the rate $1/\tau_{\rm ph}$ and solute atoms at the rate $1/\tau_s$. If the two processes are independent, the probability of escaping both for a time $t$ is the product
\begin{equation}
e^{-t/\tau_{\rm ph}}\,e^{-t/\tau_s}=e^{-t/\tau},
\qquad
\frac1\tau=\frac1{\tau_{\rm ph}}+\frac1{\tau_s}.
\label{rates}
\end{equation}
At a given moment, the time since an electron's last collision is distributed as $(1/\tau)e^{-t/\tau}$, whose mean is $\tau$. During that time the acceleration is $-eE/m$, so the mean drift velocity is $v=-eE\tau/m$. The current density is
\begin{equation}
j=-nev=\frac{ne^2\tau}{m}E ,
\end{equation}
where the two minus signs cancel. Since $\rho=E/j$,
\begin{equation}
\rho=\frac{m}{ne^2\tau}
=\frac{m}{ne^2\tau_{\rm ph}}+\frac{m}{ne^2\tau_s}
=\rho_{\rm Cu}(T)+\rho_s .
\label{matt}
\end{equation}
Three assumptions enter: the collision processes are independent, all electrons share the same two collision rates, and the solute changes neither $n$, $m$ nor the vibrations. The second is relaxed later.

\subsection{The slope and the coefficient}

Differentiating (\ref{matt}) with $\rho_s$ constant gives
\begin{equation}
\frac{d\rho}{dT}=\frac{d\rho_{\rm Cu}}{dT}+\frac{d\rho_s}{dT}
=S+0=S .
\end{equation}
Dividing by the total resistivity, and then using $S=\alpha_{\rm Cu}\rho_{\rm Cu}$,
\begin{equation}
\alpha_{\rm alloy}=\frac{S}{\rho_{\rm Cu}+\rho_s}
=\alpha_{\rm Cu}\,\frac{\rho_{\rm Cu}}{\rho_{\rm Cu}+\rho_s}
=\frac{\alpha_{\rm Cu}}{1+\rho_s/\rho_{\rm Cu}} .
\label{main}
\end{equation}
For the line,
\begin{equation}
\alpha_{\rm alloy}=\frac{0.0068}{3.0}\ {\rm K^{-1}}
=2.27\times10^{-3}\ {\rm K^{-1}} .
\end{equation}
In parts per million, the coefficient falls from 4000 to 2267 ppm/K. The ratio is $1.7/3.0=0.567$, a reduction of 43.3\,\% relative to pure copper.

On warming by 50 K, both resistivities rise by $0.34\ \mu\Omega\,$cm. This is $0.34/1.7=20.0\,\%$ for copper and $0.34/3.0=11.3\,\%$ for the alloy.

The distinction matters when a line serves as its own thermometer. A measured relative rise of 11.3\,\% in the alloy means a warming of 50 K. Dividing it by copper's coefficient would give $0.113/(4.00\times10^{-3})\approx28$ K, little more than half the true value within this model.

\subsection{Limits of the formula}

For $\rho_s\ll\rho_{\rm Cu}$, expanding (\ref{main}) to first order gives $\alpha_{\rm alloy}\approx\alpha_{\rm Cu}(1-\rho_s/\rho_{\rm Cu})$. Here $\rho_s/\rho_{\rm Cu}=1.3/1.7\approx0.76$ is not small, so the full fraction is needed. For $\rho_s\gg\rho_{\rm Cu}$ the coefficient tends to $S/\rho_s$: the relative response becomes weak although the slope is still $S$. This second limit is formal, because a solute content high enough to reach it may also alter the vibrations and the electron density.

If the solute term did vary with temperature, the numerator of (\ref{main}) would become $S+d\rho_s/dT$, and the slope would no longer be that of copper.

\section{A curved resistivity and other temperatures}

Nothing in (\ref{main}) requires $\rho_{\rm Cu}(T)$ to be a straight line. It requires $\alpha_{\rm Cu}$ and $\rho_{\rm Cu}$ to be taken at the same temperature. A useful curved model, adopted here without derivation, is the Bloch--Gr\"uneisen formula
\begin{equation}
\rho_{\rm Cu}(T)=C\left(\frac{T}{\Theta}\right)^5
\int_0^{\Theta/T}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})},
\label{bg}
\end{equation}
where $\Theta$ is the Debye temperature and $C$ sets the scale.

When $T\gg\Theta$, $x$ is small throughout the integral. The denominator is then approximately $x^2$, the integral is $(\Theta/T)^4/4$, and $\rho_{\rm Cu}\approx CT/(4\Theta)$, a straight line. When $T\ll\Theta$, the upper limit can be replaced by infinity, the integral becomes a constant, and $\rho_{\rm Cu}\propto T^5$.

The cold limit shows how different the two coefficients can be. From $\rho_{\rm Cu}\propto T^5$ follows $\alpha_{\rm Cu}=5/T$, which grows without limit on cooling. In the alloy,
\begin{equation}
\alpha_{\rm alloy}=\frac5T\,\frac{\rho_{\rm Cu}}{\rho_{\rm Cu}+\rho_s}
\approx\frac{5\rho_{\rm Cu}}{T\rho_s}\propto T^4 ,
\end{equation}
which goes to zero. Under Matthiessen's rule the slopes remain equal; the constant solute term now dominates the denominator. Real copper has some residual resistivity too, so its own coefficient also stops growing on cooling and then falls. Magnetic impurities, left out here, can even make it negative, because they can cause the resistivity to rise again in the cold.

Near room temperature the curve is almost straight. I take $\Theta=330$ K, a rough value, and choose $C$ so that $\rho_{\rm Cu}(293\ {\rm K})=1.7\ \mu\Omega\,$cm. Numerical integration of (\ref{bg}) and a central difference then give $\alpha_{\rm Cu}=3.88\times10^{-3}\ {\rm K^{-1}}$, about 3\,\% below the value used above. The third figure depends on the rough $\Theta$: 315 K gives $3.84\times10^{-3}$ and 343 K gives $3.92\times10^{-3}\ {\rm K^{-1}}$. The formula also holds $\Theta$ fixed, whereas in a real metal $\Theta$ falls as the lattice expands, which steepens the curve. With $C\propto1/\Theta$ and a Gr\"uneisen parameter between 1 and 2, this alone raises $\alpha_{\rm Cu}$ to between $4.0$ and $4.1\times10^{-3}\ {\rm K^{-1}}$. The lower value is therefore a property of the model, not a correction to a measured slope. By (\ref{main}), with the resistivities held fixed, the alloy's coefficient would fall by the same percentage. At an operating temperature of 378 K, the curve lies $0.0065\ \mu\Omega\,$cm below its own tangent drawn at 293 K. This is about 1\,\% of the rise over those 85 K. The deviation is the same in both metals, because the solute term only shifts the curve upwards. Its sign belongs to the model with fixed $\Theta$: the fall of $\Theta$ on expansion just described moves it to between $-0.002$ and $+0.003\ \mu\Omega\,$cm.

\section{When electrons do not share one collision rate}

Equation (\ref{matt}) assumed the same rates for all electrons. To see what happens otherwise, divide the electrons into two equal groups conducting in parallel. Let vibrations scatter one group more strongly than the other, while the solute treats both alike. If all electrons belonged to one group, the resistivity would be $p(1+a)+s$ or $p(1-a)+s$ respectively, with $0<a<1$. Each group supplies half the carriers, so
\begin{equation}
\frac1\rho=\frac12\left[\frac1{p+s+ap}+\frac1{p+s-ap}\right]
=\frac{p+s}{(p+s)^2-a^2p^2},
\end{equation}
and therefore
\begin{equation}
\rho=p+s-\frac{a^2p^2}{p+s}.
\label{group}
\end{equation}
Setting $s=0$ gives pure copper, $\rho_{\rm Cu}=p(1-a^2)$. Setting $p=0$, the low-temperature limit, gives $\rho=s$. Thus $s=\rho_s$ is the residual resistivity measured in the cold. The excess over Matthiessen's sum is
\begin{align}
\Delta&=\rho-\rho_{\rm Cu}-s
=p+s-\frac{a^2p^2}{p+s}-p+a^2p-s\nonumber\\
&=a^2p\left(1-\frac{p}{p+s}\right)
=\frac{a^2ps}{p+s}.
\label{delta}
\end{align}
It is positive. In pure copper the weakly scattered group carries more than half the current. The solute adds equally to both groups' resistivities, which makes them more alike and removes part of that advantage.

The slope changes too. With $a$ and $s$ fixed, the quotient rule gives $d\Delta/dp=a^2s^2/(p+s)^2$. Since $dp/d\rho_{\rm Cu}=1/(1-a^2)$,
\begin{equation}
\frac{d\rho}{dT}=S\left[1+\frac{a^2}{1-a^2}\,\frac{s^2}{(p+s)^2}\right].
\label{slope}
\end{equation}
For a chosen spread $a=0.3$, $p=1.7/0.91=1.868\ \mu\Omega\,$cm. Then
\begin{equation}
\Delta=\frac{0.09\times1.868\times1.3}{1.868+1.3}
=0.069\ \mu\Omega\,{\rm cm},
\end{equation}
and the bracket in (\ref{slope}) exceeds one by 1.67\,\%. The coefficient becomes
\begin{equation}
\alpha=\frac{0.0068\times1.0167}{3.0+0.069}\ {\rm K^{-1}}
=2.253\times10^{-3}\ {\rm K^{-1}},
\end{equation}
which is 0.62\,\% below the simple result. Here the numerator grows by 1.67\,\% and the denominator by 2.3\,\%, so the two changes partly cancel.

Unequal rates alone do not break the rule. If the solute had the same spread, with group terms $s'(1\pm a)$, the group resistivities would be $(p+s')(1\pm a)$. Their parallel combination is $(p+s')(1-a^2)$, which is the sum of the two separate resistivities. In this model the excess arises because the two mechanisms distribute their scattering differently between the groups.

\section{From resistivity to the resistance of a line}

\subsection{Thermal expansion}

A conductor of length $L$ and cross-section $A$ has $R=\rho L/A$. If it expands freely with linear coefficient $\beta$, its length contributes $+\beta$ to $d\ln R/dT$ and its cross-section contributes $-2\beta$. Hence
\begin{equation}
\alpha_R=\frac1R\frac{dR}{dT}=\alpha+\beta-2\beta=\alpha-\beta .
\end{equation}
With the rough value $\beta=0.017\times10^{-3}\ {\rm K^{-1}}$, the alloy has $\alpha_R=(2.267-0.017)\times10^{-3}=2.250\times10^{-3}\ {\rm K^{-1}}$, a change of $-0.75\,\%$. This holds for free expansion only. If a stiff substrate suppresses the expansion in the plane of the line, length and width stay fixed, and the line thickens by more than $\beta$ per kelvin because it is squeezed sideways. For a Poisson ratio $\nu=1/3$ the thickness grows at the rate $\beta(1+\nu)/(1-\nu)=2\beta$, so the geometric correction is $-2\beta$, twice the free value. The strain may also change $\rho$ itself.

\subsection{Top and bottom surfaces}

Let the line have thickness $d$ and be so wide that its side walls do not matter. Suppose that its top and bottom faces scatter diffusely, so that an electron leaves them without drift. Let $\lambda$ be the mean free path in the bulk, and let $u$ be the cosine of the angle between an electron's direction and the normal to the face it has left. At depth $z$ it has travelled a distance $z/u$ from that face. The time over which it has gained drift is cut off at the moment it left the face, $t_0$ ago. Its mean is
\begin{equation}
\int_0^{t_0}e^{-t/\tau}dt=\tau\left(1-e^{-t_0/\tau}\right)
=\tau\left(1-e^{-z/(\lambda u)}\right),
\end{equation}
so the fraction $e^{-z/(\lambda u)}$ of the drift is lost.

In a metal the drift shifts the filled states in velocity space, so the surplus of electrons at the Fermi surface moving in a given direction is proportional to their velocity component along the shift. Each of them carries a current proportional to that same component. The contribution of each direction to the current is therefore proportional to the square of the velocity component along the field, $(1-u^2)\cos^2\phi$, whose integral over all directions is $4\pi/3$. For $d\gg\lambda$ the depth integral may be extended to infinity, where it equals $\lambda u$. One face then removes the fraction
\begin{equation}
\frac{3}{4\pi}\int_0^{2\pi}\!\cos^2\phi\,d\phi
\int_0^1(1-u^2)\frac{\lambda u}{d}\,du
=\frac34\,\frac{\lambda}{d}\,\frac14=\frac{3\lambda}{16d}
\end{equation}
of the current, and two faces remove $3\lambda/(8d)$. To first order in $\lambda/d$,
\begin{equation}
\rho_{\rm line}=\frac{\rho}{1-3\lambda/(8d)}
\approx\rho+\frac{3\rho\lambda}{8d}.
\label{surface}
\end{equation}
For free electrons with Fermi velocity $v_F=\hbar k_F/m$, $\lambda=v_F\tau$ and
\begin{equation}
\rho\lambda=\frac{m}{ne^2\tau}\,v_F\tau=\frac{\hbar k_F}{ne^2},
\qquad k_F=(3\pi^2n)^{1/3}.
\end{equation}
The collision time cancels. At fixed $n$, the surface term is therefore independent of both temperature and solute content, and to this order it acts like a second solute: it lowers $\alpha$ and leaves the slope alone.

With the rough density $n=8.5\times10^{22}\ {\rm cm^{-3}}$, $\rho\lambda=65.7\ \mu\Omega\,$cm\,nm, so $\lambda=65.7/3.0=21.9$ nm in the alloy. For $d=1000$ nm the added resistivity is $0.025\ \mu\Omega\,$cm. The coefficient becomes $2.248\times10^{-3}\ {\rm K^{-1}}$, which is 0.82\,\% below the bulk alloy value.

\section{The model beside a real line}

The copper inputs are typical in size, but an added $1.3\ \mu\Omega\,$cm is a heavy penalty for a conductor meant to have low resistance: it raises the resistivity by about three quarters. Free expansion, surfaces and unequal electron groups each shift the calculated coefficient by less than 1\,\% for the values chosen here. Together these three shifts lower it by about 2\,\%, from $2.27\times10^{-3}$ to about $2.22\times10^{-3}\ {\rm K^{-1}}$, or to about $2.20\times10^{-3}\ {\rm K^{-1}}$ if the substrate suppresses the expansion in the plane. The spread $a=0.3$ was chosen, not measured: $a=0.5$ would give a shift of $-2.3\,\%$, and for a larger solute term such as $s=3.0\ \mu\Omega\,$cm the shift changes sign. Any error in the rough slope $S$ passes to the alloy's coefficient in the same proportion. The simple result is therefore good to a few per cent even for a thick line.

Narrow lines break the assumption of bulk conduction. Reducing $d$ to 100 nm makes the surface term in (\ref{surface}) ten times larger, about $0.25\ \mu\Omega\,$cm or 8\,\% of the bulk alloy resistivity, and lowers the coefficient by a similar percentage. Without the expansion to first order in $\lambda/d$, the added resistivity is about $0.27\ \mu\Omega\,$cm, the coefficient falls by about 9\,\%, and the slope itself drops by about 0.7\,\%. At thicknesses comparable with $\lambda$ the ratio $\lambda/d$ is no longer small, and the first-order result (\ref{surface}) is only a rough estimate. Side walls and grain boundaries, left out here, also scatter electrons. Solute that gathers at boundaries or forms precipitates no longer contributes as isolated atoms do, so $\rho_s$ should be determined for the line in its final, heat-treated state.
